\section*{Local Modes of Light Mass Defects: Debye Cut-off versus Square-Root Edge}

\section{A chain tied to a wall}

Take a half-infinite chain of atoms of mass $M$, numbered $n=0,1,2,\dots$, joined by springs $K$. Atom $0$ is also tied to a rigid wall by a spring $K$. Replace atom $0$ by a lighter one of mass
\begin{equation}
M'=(1-\varepsilon)M,\qquad 0<\varepsilon<1,
\end{equation}
and leave all springs as they were. The question is whether a vibration exists that is confined near this atom, with a frequency above all frequencies of the perfect chain.

For a vibration of frequency $\omega$, Newton's equations are
\begin{align}
M\omega^2u_n&=K(2u_n-u_{n-1}-u_{n+1}),\qquad n\ge1,\\
(1-\varepsilon)M\omega^2u_0&=K(2u_0-u_1).
\end{align}
A travelling wave $e^{iqn}$ in the first equation gives $\omega^2=(2K/M)(1-\cos q)$, so the band ends at $\omega_m^2=4K/M$, where neighbours move in opposite directions. Above the band we therefore try an alternating, decaying pattern $u_n=(-r)^n$ with $0<r<1$. The two equations become
\begin{align}
M\omega^2/K&=2+r+1/r=(1+r)^2/r,\label{eq:bulk}\\
(1-\varepsilon)M\omega^2/K&=2+r .
\end{align}
Subtracting the second from the first leaves $\varepsilon M\omega^2/K=1/r$. Inserting \eqref{eq:bulk} and multiplying by $r$ gives
\begin{equation}
\varepsilon(1+r)^2=1,\qquad r=\frac{1}{\sqrt\varepsilon}-1 .\label{eq:r}
\end{equation}
The pattern decays only if $r<1$, that is, if $\varepsilon>1/4$. For smaller $\varepsilon$ the same algebra gives a pattern that grows into the chain, which is not a mode. A mass reduction of more than one quarter is needed. Dividing \eqref{eq:bulk} by $4$ and using \eqref{eq:r},
\begin{equation}
\frac{\omega_L^2}{\omega_m^2}=\frac{(1+r)^2}{4r}=\frac{1}{4\varepsilon r}
=\frac{1}{4\sqrt\varepsilon\,(1-\sqrt\varepsilon)} .\label{eq:chain}
\end{equation}

Diagonalizing a chain of 800 atoms shows the change. The highest $\omega^2/\omega_m^2$ is $0.9999964$ at $\varepsilon=0.24$, still inside the band, and $1.0003923$ at $\varepsilon=0.26$, as \eqref{eq:chain} gives.

\section{The condition in a crystal}

Now take a three-dimensional harmonic crystal whose atoms are all equivalent by symmetry and sit on sites of cubic symmetry; the diamond structure qualifies. Let $\Phi$ be the force-constant matrix and $D=\Phi/M$. The defect sits at site $0$ and changes only the mass. Its equation of motion is $(1-\varepsilon)\omega^2\mathbf u_0=(D\mathbf u)_0$; for the other atoms the factor $(1-\varepsilon)$ is absent. Both cases are contained in
\begin{equation}
\omega^2\mathbf u_l-(D\mathbf u)_l=\varepsilon\omega^2\,\delta_{l0}\,\mathbf u_0 .
\end{equation}
Above the highest host frequency $\omega_m$ the matrix $\omega^2-D$ can be inverted. With $G=(\omega^2-D)^{-1}$,
\begin{equation}
\mathbf u_l=\varepsilon\omega^2G_{l0}\mathbf u_0 .\label{eq:u}
\end{equation}
If $\mathbf u_0$ vanished, so would every $\mathbf u_l$. A local mode therefore moves the defect, and setting $l=0$ gives its frequency condition.

The $3\times3$ block $G_{00}$ is unchanged by the cubic operations at the site, so it is a number times the unit matrix, and the number is one third of the trace. In terms of normalized host modes $\mathbf e_j$ with frequencies $\omega_j$, the trace is $\sum_j|\mathbf e_j(0)|^2/(\omega^2-\omega_j^2)$. Equivalent atoms have equal traces, so we may average over all $N$ atoms. Since $\sum_l|\mathbf e_j(l)|^2=1$,
\begin{equation}
G_{00}=\frac{1}{3N}\sum_j\frac{1}{\omega^2-\omega_j^2}
=\int_0^{\omega_m}\frac{g(\nu)\,d\nu}{\omega^2-\nu^2},
\end{equation}
where $g$ is the density of states normalized to one. The condition is
\begin{equation}
\frac1\varepsilon=S(\omega)\equiv\int_0^{\omega_m}\frac{g(\nu)\,d\nu}{1-\nu^2/\omega^2}.\label{eq:cond}
\end{equation}
It is the same for all three directions of $\mathbf u_0$, so each root is a threefold degenerate mode. In a periodic diamond cluster of 128 atoms with central and transverse springs in the ratio $1:0.3$ and $\varepsilon=0.6$, diagonalization gives three degenerate modes above the host band, and their frequency satisfies $\varepsilon S=1.00000000$, with $S$ summed over the cluster's own modes. This confirms the condition and the degeneracy, but not that the mode is bound. The discrete spectrum of a finite cluster makes $S$ diverge at its highest frequency, so such a cluster has three modes above its top for every $\varepsilon>0$. Whether a mode is bound is a question about the infinite crystal.

\section{When a root exists}

As $\omega$ rises above $\omega_m$, the integrand of $S$ falls at every $\nu>0$. Hence $S$ decreases steadily from its edge value $S(\omega_m)$ to $\int g\,d\nu=1$ at infinite frequency. The left side $1/\varepsilon$ exceeds one, so there is one root if $1/\varepsilon<S(\omega_m)$ and none otherwise:
\begin{equation}
\varepsilon>\varepsilon_c,\qquad
\frac1{\varepsilon_c}=\int_0^{\omega_m}\frac{g(\nu)\,\omega_m^2}{(\omega_m-\nu)(\omega_m+\nu)}\,d\nu .\label{eq:ec}
\end{equation}
A heavier atom has $\varepsilon<0$ and cannot satisfy \eqref{eq:cond}, because $S>0$.

What matters is whether \eqref{eq:ec} converges at the upper end. Put $s=\omega_m-\nu$.
\begin{itemize}
\item If $g$ is cut off at a finite value, the integrand behaves as $1/s$. The integral diverges logarithmically and $\varepsilon_c=0$.
\item If $g\propto\sqrt s$, the integrand behaves as $s^{-1/2}$. The integral is finite. It also exceeds one, because $\omega_m^2/(\omega_m^2-\nu^2)>1$ for $\nu>0$. Hence $0<\varepsilon_c<1$.
\end{itemize}
In \eqref{eq:ec} each host mode counts with a factor that grows without limit towards the band top. With a sharp cut-off there are enough modes near the top to make the integral diverge, so any mass reduction suffices. With a square-root edge they thin out, the integral stays finite, and a minimum mass reduction is needed.

\section{The Debye spectrum}

Let $g=3\nu^2/\omega_m^3$ up to $\omega_m$, and write $x=\omega/\omega_m$, $t=\nu/\omega_m$. Since $t^2/(x^2-t^2)=-1+x^2/(x^2-t^2)$,
\begin{align}
S&=3x^2\int_0^1\frac{t^2\,dt}{x^2-t^2}
=3x^2\left[-1+x^2\int_0^1\frac{dt}{x^2-t^2}\right]\nonumber\\
&=3x^2\left[x\,\mathrm{artanh}\frac1x-1\right].\label{eq:debye}
\end{align}
For weak binding put $x=1+\delta$ with $\delta\ll1$. Then
\begin{equation}
\mathrm{artanh}\frac1x=\frac12\ln\frac{x+1}{x-1}\approx\frac12\ln\frac2\delta ,
\end{equation}
and \eqref{eq:cond} reads $1/\varepsilon\approx\frac32\ln(2/\delta)-3$. Solving for the logarithm, $\ln(2/\delta)=2+2/(3\varepsilon)$, so
\begin{equation}
\frac{\omega_L-\omega_m}{\omega_m}\approx2\exp\left(-2-\frac{2}{3\varepsilon}\right).\label{eq:weak}
\end{equation}
The mode exists for every $\varepsilon>0$, but for small $\varepsilon$ its separation from the band is exponentially small. At $\varepsilon=0.1$ the formula gives $3.44\times10^{-4}$; the full condition and a diagonalization of the discretized spectrum both give $3.47\times10^{-4}$.

\section{The square-root edge}

\subsection{Where it comes from}

Use $\lambda=\omega^2$ and let $\rho(\lambda)$ be the density in this variable, $\rho\,d\lambda=g\,d\nu$. Suppose the highest branch has an isolated maximum $\lambda_m$ and falls off quadratically with the distance $q$ in wave-vector space. The states within $\lambda_m-\lambda$ of the top fill a volume proportional to $(\lambda_m-\lambda)^{3/2}$. Differentiating,
\begin{equation}
\rho(\lambda)\approx B\sqrt{\lambda_m-\lambda}.
\end{equation}
This is the generic edge in three dimensions. If instead the maximum extended along a whole line, only two directions would lead downwards. With nonzero curvature in both of them all along the line, the count would grow linearly and the density would end in a step. Where a curvature vanishes at points of the line, as for scalar nearest-neighbour springs on the fcc lattice, the density even grows logarithmically towards the top. In either case the threshold is zero, as for Debye.

\subsection{Binding just above threshold}

Let $\kappa=\lambda_L-\lambda_m$ and $s=\lambda_m-\lambda$. The fall of $G_{00}$ from its edge value is, to leading order in $\kappa$,
\begin{align}
G_{00}(\lambda_m)-G_{00}(\lambda_L)
&=\int\rho\left[\frac1s-\frac1{s+\kappa}\right]ds
\approx B\kappa\int_0^\infty\frac{ds}{\sqrt s\,(s+\kappa)}\nonumber\\
&=2B\sqrt\kappa\int_0^\infty\frac{dv}{1+v^2}=\pi B\sqrt\kappa ,
\end{align}
with $s=\kappa v^2$. The upper limit may be extended to infinity because the integral gathers its value at $s\sim\kappa$. Since $S=\lambda G_{00}$, and the change of the prefactor $\lambda$ contributes only at order $\kappa$, the condition becomes $1/\varepsilon_c-1/\varepsilon\approx\pi B\lambda_m\sqrt\kappa$, or
\begin{equation}
\lambda_L-\lambda_m\approx\left[\frac{1/\varepsilon_c-1/\varepsilon}{\pi B\lambda_m}\right]^2 .\label{eq:onset}
\end{equation}
The mode leaves the band quadratically in $\varepsilon-\varepsilon_c$.

\subsection{A solvable spectrum}

The wall-tied chain supplies a complete spectrum of this kind. Its host modes vanish at the wall, $n=-1$, so they are $\sqrt{2/\pi}\,\sin[(n+1)q]$ with $0<q<\pi$. The end atom carries the weight $(2/\pi)\sin^2q\,dq$. Its $G_{00}$ is the sum of $1/(\omega^2-\nu^2)$ over the modes with this weight, so \eqref{eq:cond} holds for the chain if $g$ is taken as the weight per unit frequency. With $\nu=\omega_m\sin(q/2)$ and $d\nu=\frac12\omega_m\cos(q/2)\,dq$,
\begin{equation}
g(\nu)=\frac{2}{\pi}\,\frac{4\sin^2\frac q2\cos^2\frac q2}{\frac12\omega_m\cos\frac q2}
=\frac{16\,\nu^2\sqrt{\omega_m^2-\nu^2}}{\pi\omega_m^4}.\label{eq:root}
\end{equation}
It grows as $\nu^2$ at low frequency, like a Debye spectrum, and ends in a square root. Because \eqref{eq:cond} depends on nothing but $g$, a cubic crystal with this density of states has the chain's threshold and frequency \eqref{eq:chain}. Directly from \eqref{eq:ec}, with $t=\sin\theta$,
\begin{equation}
\frac1{\varepsilon_c}=\frac{16}{\pi}\int_0^1\frac{t^2\,dt}{\sqrt{1-t^2}}
=\frac{16}{\pi}\int_0^{\pi/2}\sin^2\theta\,d\theta=4 .
\end{equation}

\subsection{Another spectrum, another threshold}

In a simple cubic lattice with scalar springs $K$ between neighbours, each displacement component has $\lambda=(2K/M)\sum_i(1-\cos q_i)$, with its top at $\lambda_m=12K/M$. Measure the wave vector from that maximum as $\mathbf p$; then $\lambda_m-\lambda=(2K/M)\sum_i(1-\cos p_i)$. Write $1/A=\int_0^\infty e^{-A\tau}d\tau$ and use $\int_{-\pi}^{\pi}e^{2\tau\cos p}\,dp/2\pi=I_0(2\tau)$, the modified Bessel function:
\begin{equation}
\frac1{\varepsilon_c}=12\int_0^\infty\left[e^{-2\tau}I_0(2\tau)\right]^3d\tau=3.033,
\qquad \varepsilon_c=0.330 .
\end{equation}
The threshold is again finite but differs from $1/4$: the edge exponent decides that a threshold exists, and the whole spectrum decides where it lies. For this lattice $\lambda_m-\lambda\approx(K/M)p^2$ near the top, so the fraction of states within $s$ of the top is
\begin{equation}
\frac{1}{(2\pi)^3}\,\frac{4\pi}{3}\left(\frac{sM}{K}\right)^{3/2},
\qquad B=\frac{1}{4\pi^2}\left(\frac MK\right)^{3/2}.
\end{equation}
With this $B$, the onset law \eqref{eq:onset} is met within $1\,\%$ at $\varepsilon=1.01\,\varepsilon_c$.

Periodic clusters of $8^3$ and $14^3$ atoms show the difference between bound and unbound. At $\varepsilon=0.6$ the defect's share of the kinetic energy in the highest mode is the same in both. At $\varepsilon=0.2$ it drops to $0.21$ of its value in the smaller cluster, so that mode spreads as the crystal grows.

\section{How much of the mode is the defect}

The kinetic share of the defect is $f=M'u_0^2/\sum_lM_lu_l^2$. From \eqref{eq:u}, $\sum_lu_l^2=(\varepsilon\lambda)^2(G^2)_{00}u_0^2$, so
\begin{equation}
f=\frac{1-\varepsilon}{\varepsilon^2\lambda^2\int\rho(\mu)\,d\mu/(\lambda-\mu)^2-\varepsilon}.
\end{equation}
This too depends on the spectrum alone, so for \eqref{eq:root} it can be taken from the chain pattern $u_n=(-r)^n$. With $\sigma=\sqrt\varepsilon$ and $r=(1-\sigma)/\sigma$,
\begin{align}
\sum_{n\ge1}r^{2n}&=\frac{r^2}{1-r^2}=\frac{(1-\sigma)^2}{2\sigma-1},\\
f&=\frac{1-\sigma^2}{1-\sigma^2+(1-\sigma)^2/(2\sigma-1)}
=\frac{(1+\sigma)(2\sigma-1)}{2\sigma^2}.\label{eq:f}
\end{align}
The last step multiplies through by $2\sigma-1$, cancels $1-\sigma$, and uses $(1+\sigma)(2\sigma-1)+1-\sigma=2\sigma^2$. At threshold $\sigma=1/2$ and $f=0$: the mode emerges spread over the whole crystal. As $\sigma\to1$, $f\to1$.

The share also governs the isotope shift. The squared frequency is the ratio $\omega^2=\sum u\Phi u/\sum_lM_lu_l^2$, which is stationary under small changes of the pattern. Only the explicit mass then counts, and
\begin{equation}
\frac{d\ln\omega_L}{d\ln M'}=-\frac f2 .\label{eq:iso}
\end{equation}

In the opposite limit, $\varepsilon\to1$, the frequency is high and \eqref{eq:cond} expands as $1/\varepsilon\approx1+\langle\nu^2\rangle/\omega^2$. To leading order $M'\omega_L^2=M\langle\nu^2\rangle$: the light atom rattles in a rigid cage. Here $\langle\nu^2\rangle/\omega_m^2$ is $3/5$ for Debye and $1/2$ for both square-root spectra, so at equal band top the Debye model gives the highest frequency in this limit.

\section{Numbers for a light dopant}

Take round parameters in the rough regime of a light dopant in silicon: host mass $28$~u and band top $520~\mathrm{cm^{-1}}$. The top is held the same for all three spectra, so that only their shapes differ. For a defect of $11$~u, $\varepsilon=1-11/28=0.607$ and $\sqrt\varepsilon=0.779$. Equation \eqref{eq:chain} gives
\begin{equation}
\omega_L=\frac{520~\mathrm{cm^{-1}}}{\sqrt{4\times0.779\times0.221}}\approx627~\mathrm{cm^{-1}}\quad(77.7~\mathrm{meV}).
\end{equation}
The other masses follow in the same way, in $\mathrm{cm^{-1}}$; ``root'' denotes \eqref{eq:root}.
\begin{center}
\begin{tabular}{ccccc}
$M'$ (u) & $\varepsilon$ & Debye & root & cubic\\
10 & 0.643 & 703.7 & 652.2 & 641.5\\
11 & 0.607 & 674.8 & 626.8 & 615.6\\
12 & 0.571 & 649.9 & 605.3 & 593.5\\
20 & 0.286 & 538.9 & 521.2 & none\\
24 & 0.143 & 521.4 & none & none\\
27 & 0.036 & 520.0 & none & none
\end{tabular}
\end{center}
The critical masses are $28\times(1-0.25)=21.0$~u for the root spectrum and $18.8$~u for the cubic lattice. A defect of $20$~u lies between them, and the two models disagree on whether it binds. The Debye model binds even $27$~u, but only $1.1\times10^{-6}~\mathrm{cm^{-1}}$ above the band. Its binding reaches $1~\mathrm{cm^{-1}}$ at $\varepsilon=0.134$, a mass of about $24.3$~u. A spectrometer that needs this separation would thus find an apparent threshold even for a Debye crystal.

Going from $11$ to $10$~u raises the root-spectrum mode by $25.4~\mathrm{cm^{-1}}$. If the defect alone moved, the frequency would scale as $M'^{-1/2}$ and the shift would be $30.6~\mathrm{cm^{-1}}$. Equation \eqref{eq:f} gives $f=0.818$ at $11$~u, and by \eqref{eq:iso} the expected shift is about $0.818\times30.6\approx25.0~\mathrm{cm^{-1}}$. The small remainder arises because $f$ grows as the mass falls.

\section{Beside the real dopant}

The real case nearest to these parameters is boron in silicon, whose heavier isotope has a local mode at roughly $620~\mathrm{cm^{-1}}$. The closeness of the root-spectrum value is no evidence for the model, since the three spectra alone differ by about $60~\mathrm{cm^{-1}}$ at $11$~u and none of them is silicon's. A real dopant also breaks the assumption of unchanged springs. In the cubic lattice, changing the defect's six springs by $-10\,\%$ or $+10\,\%$ moves the $11$~u mode by $-29$ or $+28~\mathrm{cm^{-1}}$, more than the $10$/$11$ isotope shift. Near threshold such a change can matter for the existence of the mode, so neither $21.0$ nor $18.8$~u is a design value for silicon.

Temperature enters less strongly through the volume. With a rough Gr\"uneisen parameter of $1$ and a linear expansion of $3\times10^{-6}~\mathrm{K^{-1}}$, taken as constant up to $300$~K, the shift is
\begin{equation}
-627\times1\times3\times(3\times10^{-6})\times300\approx-1.7~\mathrm{cm^{-1}} .
\end{equation}
For silicon this overstates the volume effect, because the expansion coefficient falls on cooling and is even negative over part of this range.

The local mode's contribution to the defect's motion along one axis is $\langle u_0^2\rangle=f\hbar(1+2\bar n)/(2M'\omega_L)$. At $300$~K the occupation is $\bar n=0.052$ and the rms amplitude is $4.7$~pm, about $2\,\%$ of a rough bond length of $0.24$~nm. This part of the motion is thus small and mostly zero-point; the defect's motion in the band modes comes on top of it. The anharmonic shift at fixed volume and the linewidth are not included in these estimates. The full set of values is in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
Host mass: 28 u; band top: 520 cm^-1
Diamond cluster, eps=0.6: eps*S at local mode = 1.00000000
Root-edge S at band top = 4.000000
Root-edge eps_c = 0.2500
Root-edge critical mass = 21.00 u
Cubic-lattice S at band top = 3.03277
Cubic-lattice eps_c = 0.32973
Cubic-lattice critical mass = 18.77 u
Debye eps=0.1: delta diagonalized = 3.4716e-04
Debye eps=0.1: delta from condition = 3.4716e-04
Debye eps=0.1: weak-binding formula = 3.4446e-04
Chain eps=0.24: top lam/lam_m = 0.9999964
Chain eps=0.26: top lam/lam_m = 1.0003923
Edge count / square-root law, depth 0.1,0.2,0.4 K/M: 1.009, 1.015, 1.031
Cubic onset / quadratic law at 1.01 eps_c = 1.0072
Share ratio, 14^3 to 8^3 sites, eps=0.6: 1.0000
Share ratio, 14^3 to 8^3 sites, eps=0.2: 0.2137
Local modes (cm^-1): mass u | eps | Debye | root-edge | cubic
  10 | 0.6429 | 703.67 | 652.19 | 641.52
  11 | 0.6071 | 674.75 | 626.82 | 615.55
  12 | 0.5714 | 649.93 | 605.31 | 593.50
  20 | 0.2857 | 538.89 | 521.24 | none
  24 | 0.1429 | 521.38 | none | none
  27 | 0.0357 | 520.00 | none | none
Debye binding above top, 20 u: 18.9 cm^-1
Debye binding above top, 24 u: 1.38 cm^-1
Debye binding above top, 27 u: 1.1e-06 cm^-1
Debye binding is 1 cm^-1 at eps = 0.1339
  that is a defect mass of 24.25 u
11 u mode in meV: Debye 83.66, root-edge 77.72, cubic 76.32
11 u defect share: Debye 0.8713, root-edge 0.8182
Isotope shift 11 to 10 u, Debye: 28.93 cm^-1
Isotope shift 11 to 10 u, root-edge: 25.37 cm^-1
Isotope shift 11 to 10 u, cubic: 25.97 cm^-1
Isotope shift if only the defect moved (root-edge): 30.59 cm^-1
Defect springs -10 %: cubic mode moves -29.4 cm^-1
Defect springs +10 %: cubic mode moves +28.4 cm^-1
Rough inputs: Grueneisen 1, expansion 3e-06 1/K, bond 0.24 nm
Volume part of shift, 0 to 300 K: -1.69 cm^-1
Mode occupation at 300 K: 0.0521
rms defect amplitude per axis, local mode: 4.70 pm
  relative to bond length: 0.0196
\end{verbatim}
